# Which altered atom lifts the band-centre node in meta-contacted benzene?: a numerical check

```python
# Result under test: a six-site Hueckel ring (hopping -t, site energies 0) is
# contacted at atoms 1 and 3. One atom k is shifted in energy by eps.
# At E = 0 the transmission T stays zero for k = 1, 3, 5, and for k = 2, 4, 6
#   T = GL*GR*g^2 / (1 + g^2*(GL+GR)^2/4),  g = eps/(4 t^2),
# where GL, GR are the wide-band contact widths. Energies are in eV.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

t, width, eps, temperature = 2.5, 0.5, -0.5, 300.0
offset, t_second = 0.2, 0.1
repulsion, bond_nm = 10.0, 0.14
kT = const.k * temperature / const.e
G0_nS = 2 * const.e**2 / const.h * 1e9


def shifts(atom=None, value=eps):
    s = np.zeros(6)
    if atom is not None:
        s[atom - 1] = value
    return s


def ring(site_shifts, second=0.0):
    h = np.diag(np.array(site_shifts, dtype=float))
    for i in range(6):
        for step, hop in ((1, t), (2, second)):
            j = (i + step) % 6
            h[i, j] -= hop
            h[j, i] -= hop
    return h


def open_matrix(h, energy=0.0, gl=width, gr=width):
    m = energy * np.eye(6) - h + 0j
    m[0, 0] += 0.5j * gl
    m[2, 2] += 0.5j * gr
    return m


def transmission(h, energy=0.0, gl=width, gr=width):
    green = np.linalg.inv(open_matrix(h, energy, gl, gr))
    return gl * gr * abs(green[0, 2])**2


def closed_form(value, gl=width, gr=width):
    g = value / (4 * t**2)
    return gl * gr * g**2 / (1 + g**2 * (gl + gr)**2 / 4)


def scattering_transmission(h, lead_hop=10.0):
    # Wave matching at E = 0 to two semi-infinite chains, wave number pi/2.
    # Unknowns: six ring amplitudes, reflected and transmitted amplitudes.
    v = np.sqrt(width * lead_hop / 2)
    phase = 1j
    a = np.zeros((8, 8), dtype=complex)
    b = np.zeros(8, dtype=complex)
    a[:6, :6] = -h
    a[0, 6] = v * phase
    b[0] = -v / phase
    a[2, 7] = v * phase
    a[6, 0], a[6, 6], b[6] = v, -lead_hop, lead_hop
    a[7, 2], a[7, 7] = v, -lead_hop
    x = np.linalg.solve(a, b)
    assert abs(abs(x[6])**2 + abs(x[7])**2 - 1) < 1e-10
    return abs(x[7])**2


def minor(energy, atom, value=eps):
    m = energy * np.eye(6) - ring(shifts(atom, value))
    return np.linalg.det(np.delete(np.delete(m, 2, 0), 0, 1))


# Bare-ring Green function at the band centre
bare = np.linalg.inv(-ring(shifts()))
assert abs(bare[0, 1] - 1 / (2 * t)) < 1e-12
assert abs(bare[0, 3] + 1 / (2 * t)) < 1e-12
assert max(abs(bare[0, 0]), abs(bare[0, 2]), abs(bare[1, 3])) < 1e-12

# Single-site rule, strong and weak shifts, unequal contacts
for value in (-8.0, -0.5, 0.3, 4.0):
    for gl, gr in ((0.5, 0.5), (0.2, 1.7)):
        for atom in range(1, 7):
            found = transmission(ring(shifts(atom, value)), 0.0, gl, gr)
            if atom % 2:
                assert found < 1e-24
            else:
                assert abs(found / closed_form(value, gl, gr) - 1) < 1e-9

# Isolated altered ring: the one-term Dyson result and its signs
g_example = eps / (4 * t**2)
for atom, sign in ((2, 1), (4, -1), (6, -1)):
    altered = np.linalg.inv(-ring(shifts(atom)))
    assert abs(altered[0, 2] - sign * g_example) < 1e-12
    assert abs(altered[0, 0] - g_example) < 1e-12
    assert abs(altered[2, 2] - g_example) < 1e-12

# Explicit leads instead of self-energies
for atom in range(1, 7):
    wave = scattering_transmission(ring(shifts(atom)))
    expected = 0.0 if atom % 2 else closed_form(eps)
    assert abs(wave - expected) < 1e-12

# Several atoms: all odd shifts keep the node; equal shifts on 2 and 4 cancel
assert transmission(ring([0.7, 0, -1.1, 0, 2.3, 0])) < 1e-24
assert transmission(ring([0, 0.6, 0, 0.6, 0, 0])) < 1e-24

# No hidden zero of the determinant at the band centre
smallest = min(np.linalg.svd(open_matrix(ring(shifts(k, x))),
                             compute_uv=False)[-1]
               for k in range(1, 7) for x in np.linspace(-20, 20, 81))
assert smallest > 0.01

# Symbolic numerator from the matrix cofactor, all six site energies free
E, hop = sp.symbols("E hop")
site = sp.symbols("e1:7")
matrix = sp.diag(*[E - e for e in site])
for i in range(6):
    j = (i + 1) % 6
    matrix[i, j] += hop
    matrix[j, i] += hop
d = [E - e for e in site]
numerator = hop**2 * (d[3]*d[4]*d[5] - hop**2*(d[3] + d[5]) + hop**2*d[1])
assert sp.expand(matrix.cofactor(2, 0) - numerator) == 0

# Where the node goes
node2 = brentq(minor, 0.2, 1.0, args=(2,), xtol=1e-13)
node4 = brentq(minor, -1.0, -0.1, args=(4,), xtol=1e-13)
node6 = brentq(minor, -1.0, -0.1, args=(6,), xtol=1e-13)
assert abs(node4 - eps) < 1e-9 and abs(node6 - eps) < 1e-9
assert abs(node2**3 - t**2 * node2 - t**2 * eps) < 1e-8
for atom, node in ((2, node2), (4, node4), (6, node6)):
    assert transmission(ring(shifts(atom)), node) < 1e-18
small_shift = -0.01
small_node = brentq(minor, 0.001, 0.1, args=(2, small_shift), xtol=1e-14)
assert abs(small_node / -small_shift - 1) < 1e-3
merge = 2 * t / (3 * np.sqrt(3))
grid = np.linspace(-3 * t, 3 * t, 3002)
counts = []
for factor in (0.98, 1.02):
    signs = np.sign([minor(x, 2, -factor * merge) for x in grid])
    counts.append(int(np.sum(signs[1:] != signs[:-1])))
assert counts == [3, 1]

# Neglected effect: thermal averaging
thermal_grid = np.linspace(-20 * kT, 20 * kT, 1001)
weight = 1 / (4 * kT * np.cosh(thermal_grid / (2 * kT))**2)
spacing = thermal_grid[1] - thermal_grid[0]
assert abs(np.sum(weight) * spacing - 1) < 1e-6


def thermal_transmission(h):
    values = np.array([transmission(h, x) for x in thermal_grid])
    return np.sum(values * weight) * spacing


thermal_bare = thermal_transmission(ring(shifts()))
low_T_law = (width * np.pi * kT / (4 * np.sqrt(3) * t**2))**2
assert abs(thermal_bare / low_T_law - 1) < 0.02  # higher powers of kT/t

# Neglected effect: second-neighbour hopping, first-order law as check
second_bare = transmission(ring(shifts(), t_second))
assert abs(second_bare / (width * t_second / (2 * t**2))**2 - 1) < 0.05

# Neglected effect: repulsion, restricted Hartree-Fock with Ohno potential
angles = np.arange(6) * np.pi / 3
xy = bond_nm * np.column_stack((np.cos(angles), np.sin(angles)))
distance = np.linalg.norm(xy[:, None] - xy[None, :], axis=2)
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
ohno = repulsion / np.sqrt(1 + (distance * repulsion / coulomb)**2)


def density(h):
    vectors = np.linalg.eigh(h)[1][:, :3]
    return 2 * vectors @ vectors.T


def mean_field(site_shifts):
    h = ring(site_shifts)
    p = density(h)
    for _ in range(1000):
        charge = np.diag(p) - 1
        fock = h + np.diag(ohno @ charge) - 0.5 * ohno * (p - np.eye(6))
        new = density(fock)
        change = np.max(abs(new - p))
        p = 0.5 * (p + new)
        if change < 1e-13:
            break
    assert change < 1e-11
    return fock


fock_bare = mean_field(shifts())
assert transmission(fock_bare) < 1e-20  # repulsion alone keeps the node
levels = np.linalg.eigvalsh(fock_bare)
bare_levels = np.linalg.eigvalsh(ring(shifts()))
fock5 = mean_field(shifts(5))

print(f"hopping t = {t:.2f} eV")
print(f"contact width, each side = {width:.2f} eV")
print(f"site shift eps = {eps:.2f} eV")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"conductance quantum 2e^2/h = {G0_nS:.2f} nS")
print(f"bare ring G12 = {bare[0, 1]:.4f} 1/eV")
print(f"bare ring G14 = {bare[0, 3]:.4f} 1/eV")
print(f"g = eps/(4t^2) = {g_example:.5f} 1/eV")
print(f"closed-form T(0), even atom = {closed_form(eps):.6e}")
print("Conductance at E=0, zero temperature:")
for atom in range(1, 7):
    value = G0_nS * transmission(ring(shifts(atom)))
    print(f"  altered atom {atom}: {value:.4f} nS")
print(f"node energy, atom 2 altered = {node2:.5f} eV")
print(f"node energy, atom 4 altered = {node4:.5f} eV")
print(f"node energy, atom 6 altered = {node6:.5f} eV")
print(f"merging shift for atom 2 = {merge:.4f} eV")
print(f"real nodes below, above merging = {counts[0]}, {counts[1]}")
print("Neglected effects, conductance in nS:")
print(f"(Fermi offset {offset:.2f} eV, second hopping {t_second:.2f} eV)")
print("atom: thermal | E=-offset | E=+offset | second hop")
for atom in (None, 1, 2, 3, 4, 5, 6):
    h = ring(shifts(atom))
    values = [thermal_transmission(h), transmission(h, -offset),
              transmission(h, offset),
              transmission(ring(shifts(atom), t_second))]
    name = "none" if atom is None else str(atom)
    print(f"  {name}: " + " | ".join(f"{G0_nS*x:.4f}" for x in values))
print(f"on-site repulsion = {repulsion:.1f} eV, bond = {bond_nm:.2f} nm")
print(f"Hueckel gap = {bare_levels[3] - bare_levels[2]:.3f} eV")
print(f"Hartree-Fock gap = {levels[3] - levels[2]:.3f} eV")
print("Hartree-Fock conductance at E=0:")
for atom in (None, 1, 2, 3, 4, 5, 6):
    value = G0_nS * transmission(mean_field(shifts(atom)))
    name = "none" if atom is None else str(atom)
    print(f"  altered atom {name}: {value:.4f} nS")
print("Hartree-Fock site energies with atom 5 altered:")
print(f"  atom 2: {fock5[1, 1]:.4f} eV")
print(f"  atoms 4, 6: {fock5[3, 3]:.4f}, {fock5[5, 5]:.4f} eV")
print("OK")
```

It prints:

```
hopping t = 2.50 eV
contact width, each side = 0.50 eV
site shift eps = -0.50 eV
temperature = 300 K, kT = 0.02585 eV
conductance quantum 2e^2/h = 77480.92 nS
bare ring G12 = 0.2000 1/eV
bare ring G14 = -0.2000 1/eV
g = eps/(4t^2) = -0.02000 1/eV
closed-form T(0), even atom = 9.999000e-05
Conductance at E=0, zero temperature:
  altered atom 1: 0.0000 nS
  altered atom 2: 7.7473 nS
  altered atom 3: 0.0000 nS
  altered atom 4: 7.7473 nS
  altered atom 5: 0.0000 nS
  altered atom 6: 7.7473 nS
node energy, atom 2 altered = 0.52287 eV
node energy, atom 4 altered = -0.50000 eV
node energy, atom 6 altered = -0.50000 eV
merging shift for atom 2 = 0.9623 eV
real nodes below, above merging = 3, 1
Neglected effects, conductance in nS:
(Fermi offset 0.20 eV, second hopping 0.10 eV)
atom: thermal | E=-offset | E=+offset | second hop
  none: 0.0684 | 1.2596 | 1.2596 | 1.2437
  1: 0.0684 | 1.2298 | 1.2906 | 1.2337
  2: 7.8200 | 15.2034 | 2.9660 | 15.1811
  3: 0.0684 | 1.2298 | 1.2906 | 1.2337
  4: 7.8309 | 2.7672 | 15.8057 | 2.7759
  5: 0.0684 | 1.2697 | 1.2494 | 1.2536
  6: 7.8309 | 2.7672 | 15.8057 | 2.7759
on-site repulsion = 10.0 eV, bond = 0.14 nm
Hueckel gap = 5.000 eV
Hartree-Fock gap = 11.304 eV
Hartree-Fock conductance at E=0:
  altered atom none: 0.0000 nS
  altered atom 1: 0.0097 nS
  altered atom 2: 0.3278 nS
  altered atom 3: 0.0097 nS
  altered atom 4: 0.5321 nS
  altered atom 5: 0.0619 nS
  altered atom 6: 0.5321 nS
Hartree-Fock site energies with atom 5 altered:
  atom 2: 0.0254 eV
  atoms 4, 6: 0.1648, 0.1648 eV
OK
```
